# Precursor depletion between closely spaced reactive wafers: a program that tests the result

```python
"""
Result under test: between two close reactive wafers the precursor
concentration is nearly uniform when S = k R^2/(D H) << 1; the fractional
deficit at the centre is then S/2.
R: wafer radius (cm), H: gap (cm), D: diffusivity (cm^2/s),
k: first-order reaction velocity of each of the two faces (cm/s).
Concentrations are relative to the value at the wafer rim.
The reference is a two-dimensional finite-volume solution in (r, z), which
does not average over the gap; the formulas come from the thin-gap model.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve
from scipy.special import i0, i1


def solve_gap(R, H, D, k, nr=300, nz=12):
    """Solve Laplace's equation from midplane to one reactive surface."""
    dr, dz = R / nr, 0.5 * H / nz
    r = (np.arange(nr) + 0.5) * dr
    faces = np.arange(nr + 1) * dr
    inner = faces[:-1] / (r * dr**2)
    outer = faces[1:] / (r * dr**2)
    outer[-1] *= 2.0  # the rim is half a cell from the last cell centre
    radial = diags([inner[1:], -(inner + outer), outer[:-1]], [-1, 0, 1])
    main = np.full(nz, -2.0 / dz**2)
    main[0] = -1.0 / dz**2
    surface_factor = 1.0 / (1.0 + k * dz / (2.0 * D))
    main[-1] = -1.0 / dz**2 - k * surface_factor / (D * dz)
    side = np.full(nz - 1, 1.0 / dz**2)
    axial = diags([side, main, side], [-1, 0, 1])
    matrix = kron(radial, identity(nz)) + kron(identity(nr), axial)
    source = np.zeros((nr, nz))
    source[-1, :] = -outer[-1]
    c = spsolve(matrix.tocsc(), source.ravel()).reshape(nr, nz)
    surface = c[:, -1] * surface_factor
    return {"r": r, "mean": c.mean(axis=1), "surface": surface,
            "mid": c[:, 0], "growth": np.sum(surface * r) / np.sum(r)}


def group(R, H, D, k):
    return k * R**2 / (D * H)


def thin_gap_profile(r, R, H, D, k):
    phi = np.sqrt(2.0 * group(R, H, D, k))
    return i0(phi * r / R) / i0(phi)


def check_centre(solution, R, H, D, k):
    """Compare centre value with the Bessel formula and the two bounds."""
    S = group(R, H, D, k)
    phi = np.sqrt(2.0 * S)
    numeric = solution["mean"][0]
    formula = 1.0 / i0(phi)
    # Leading thin-gap error is phi*k*H/(12 D); the rest is grid error.
    tolerance = 1.2 * phi * k * H / (12.0 * D) + 2e-3
    assert abs(numeric / formula - 1.0) < tolerance
    assert 1.0 - S / 2.0 <= numeric <= 1.0 / (1.0 + S / 2.0)
    return numeric, formula


R, H, D, k = 10.0, 0.5, 1000.0, 0.2
pressure, high_pressure = 100.0, 100000.0
speed = 80000.0
S = group(R, H, D, k)
phi = np.sqrt(2.0 * S)

# Base case: profile, centre, wafer average and variation across the gap
base = solve_gap(R, H, D, k)
centre_numeric, centre_formula = check_centre(base, R, H, D, k)
profile_error = np.max(np.abs(
    base["mean"] - thin_gap_profile(base["r"], R, H, D, k)))
assert profile_error < 1e-4
growth_formula = 2.0 * i1(phi) / (phi * i0(phi))
assert abs(base["growth"] - growth_formula) < 1e-4
assert abs((1.0 - base["growth"]) / (S / 4.0) - 1.0) < 0.03
assert abs((1.0 - centre_numeric) / (S / 2.0) - 1.0) < 0.03
cross_numeric = 1.0 - base["surface"][0] / base["mid"][0]
cross_formula = k * H / (4.0 * D)
assert abs(cross_numeric / cross_formula - 1.0) < 0.02

# Consumption rate of a closed gap from its lowest transverse mode
root = brentq(lambda a: a * np.tan(a) - k * H / (2.0 * D), 1e-9, 1.5)
decay_rate = D * (2.0 * root / H)**2
assert abs(decay_rate / (2.0 * k / H) - 1.0) < 1e-4
diffusion_time, consumption_time = R**2 / D, 1.0 / decay_rate

# Separate scalings, in the weak-reaction limit
weak = dict(R=R, H=H, D=D, k=0.01 * k)
weak_deficit = 1.0 - solve_gap(**weak)["mean"][0]
factors = {}
for name, power in (("R", 2), ("k", 1), ("D", -1), ("H", -1)):
    changed = dict(weak)
    changed[name] *= 2.0
    factors[name] = (1.0 - solve_gap(**changed)["mean"][0]) / weak_deficit
    assert abs(factors[name] / 2.0**power - 1.0) < 0.01

# From uniform to starved, by changing the reaction velocity
table = []
for S_value in (0.02, 0.2, 2.0, 20.0):
    k_value = S_value * D * H / R**2
    result = solve_gap(R, H, D, k_value)
    table.append((S_value, k_value,
                  *check_centre(result, R, H, D, k_value)))

# Random flights: exponential free paths, isotropic directions
rng = np.random.default_rng(7)
walkers, flights = 20000, 60
position, total_path = np.zeros((walkers, 3)), np.zeros(walkers)
for _ in range(flights):
    direction = rng.normal(size=(walkers, 3))
    direction /= np.linalg.norm(direction, axis=1)[:, None]
    path = rng.exponential(size=walkers)
    position += path[:, None] * direction
    total_path += path
flight_coefficient = np.mean(np.sum(position**2, axis=1)) / (
    6.0 * np.mean(total_path))
assert abs(flight_coefficient * 3.0 - 1.0) < 0.03  # sampling error
free_path = 3.0 * D / speed

# Higher pressure at fixed temperature and fixed reaction velocity
D_high = D * pressure / high_pressure
S_high = group(R, H, D_high, k)
high = solve_gap(R, H, D_high, k)
high_numeric, high_formula = check_centre(high, R, H, D_high, k)
assert high_numeric < 0.01 < centre_numeric

# Gap that guarantees at most one per cent deficit
target = 0.01
H_target = k * R**2 / (2.0 * D * target)
target_deficit = 1.0 - solve_gap(R, H_target, D, k)["mean"][0]
assert 0.95 * target < target_deficit <= target

# Same S, but wafers far apart: the surface is no longer nearly uniform
H_wide = 10.0 * R
k_wide = S * D * H_wide / R**2
wide = solve_gap(R, H_wide, D, k_wide, nr=100, nz=200)
wide_deficit = 1.0 - wide["surface"][0]
assert wide_deficit > 4.0 * S / 2.0

print(f"Wafer radius R: {R:.1f} cm")
print(f"Wafer gap H: {H:.2f} cm")
print(f"Diffusivity D: {D:.0f} cm^2/s")
print(f"Reaction velocity k: {k:.2f} cm/s")
print(f"Pressure: {pressure:.0f} Pa")
print(f"R^2 k: {R**2 * k:.1f} cm^3/s")
print(f"D H: {D * H:.1f} cm^3/s")
print(f"S = k R^2/(D H): {S:.4f} (no unit)")
print(f"phi^2 = 2 S: {phi**2:.4f}; phi: {phi:.4f} (no unit)")
print(f"Diffusion time R^2/D: {diffusion_time:.3f} s")
print(f"Consumption time from transverse mode: {consumption_time:.3f} s")
print(f"Centre deficit, estimate S/2: {100 * S / 2:.3f} %")
print(f"Centre deficit, Bessel: {100 * (1 - centre_formula):.3f} %")
print(f"Centre deficit, 2D solution: {100 * (1 - centre_numeric):.3f} %")
print(f"Centre lower bound 1-S/2: {1 - S / 2:.5f} (relative)")
print(f"Centre upper bound 1/(1+S/2): {1 / (1 + S / 2):.5f} (relative)")
print(f"Mean growth, Bessel: {growth_formula:.5f} (relative)")
print(f"Mean growth, 2D solution: {base['growth']:.5f} (relative)")
print(f"Drop across half-gap, formula: {100 * cross_formula:.5f} %")
print(f"Drop across half-gap, 2D: {100 * cross_numeric:.5f} %")
print(f"k H/D: {k * H / D:.2e} (no unit)")
print(f"H^2/(2 R^2): {H**2 / (2 * R**2):.2e} (no unit)")
for name, factor in factors.items():
    print(f"Deficit factor when {name} is doubled, 2D: {factor:.4f}")
print("S | k in cm/s | relative centre value: 2D | Bessel")
for S_value, k_value, numeric, formula in table:
    print(f"{S_value:.2f} | {k_value:.2f} | {numeric:.5f} | {formula:.5f}")
print(f"Random-flight D/(path*speed): {flight_coefficient:.4f} (no unit)")
print(f"Molecular speed: {speed:.0f} cm/s")
print(f"Mean free path at {pressure:.0f} Pa: {free_path:.4f} cm")
print(f"Mean free path / gap: {free_path / H:.4f} (no unit)")
print(f"High pressure: {high_pressure:.0f} Pa")
print(f"D at high pressure: {D_high:.3f} cm^2/s")
print(f"S at high pressure: {S_high:.2f} (no unit)")
print(f"k H/D at high pressure: {k * H / D_high:.3f} (no unit)")
print(f"Centre at high pressure, Bessel: {high_formula:.6f} (relative)")
print(f"Centre at high pressure, 2D: {high_numeric:.6f} (relative)")
print(f"Mean growth at high pressure, 2D: {high['growth']:.4f} (relative)")
print(f"Gap for at most {100 * target:.0f} % deficit: {H_target:.3f} cm")
print(f"Deficit at that gap, 2D: {100 * target_deficit:.3f} %")
print(f"Wide-gap test: H = {H_wide:.0f} cm, k = {k_wide:.2f} cm/s")
print(f"Wide-gap S: {group(R, H_wide, D, k_wide):.4f} (no unit)")
print(f"Wide-gap surface centre deficit, 2D: {100 * wide_deficit:.2f} %")
print("OK")
```

Running it gives:

```
Wafer radius R: 10.0 cm
Wafer gap H: 0.50 cm
Diffusivity D: 1000 cm^2/s
Reaction velocity k: 0.20 cm/s
Pressure: 100 Pa
R^2 k: 20.0 cm^3/s
D H: 500.0 cm^3/s
S = k R^2/(D H): 0.0400 (no unit)
phi^2 = 2 S: 0.0800; phi: 0.2828 (no unit)
Diffusion time R^2/D: 0.100 s
Consumption time from transverse mode: 1.250 s
Centre deficit, estimate S/2: 2.000 %
Centre deficit, Bessel: 1.970 %
Centre deficit, 2D solution: 1.970 %
Centre lower bound 1-S/2: 0.98000 (relative)
Centre upper bound 1/(1+S/2): 0.98039 (relative)
Mean growth, Bessel: 0.99013 (relative)
Mean growth, 2D solution: 0.99012 (relative)
Drop across half-gap, formula: 0.00250 %
Drop across half-gap, 2D: 0.00250 %
k H/D: 1.00e-04 (no unit)
H^2/(2 R^2): 1.25e-03 (no unit)
Deficit factor when R is doubled, 2D: 3.9982
Deficit factor when k is doubled, 2D: 1.9997
Deficit factor when D is doubled, 2D: 0.5000
Deficit factor when H is doubled, 2D: 0.5000
S | k in cm/s | relative centre value: 2D | Bessel
0.02 | 0.10 | 0.99007 | 0.99007
0.20 | 1.00 | 0.90701 | 0.90701
2.00 | 10.00 | 0.43893 | 0.43868
20.00 | 100.00 | 0.01132 | 0.01105
Random-flight D/(path*speed): 0.3325 (no unit)
Molecular speed: 80000 cm/s
Mean free path at 100 Pa: 0.0375 cm
Mean free path / gap: 0.0750 (no unit)
High pressure: 100000 Pa
D at high pressure: 1.000 cm^2/s
S at high pressure: 40.00 (no unit)
k H/D at high pressure: 0.100 (no unit)
Centre at high pressure, Bessel: 0.000964 (relative)
Centre at high pressure, 2D: 0.001034 (relative)
Mean growth at high pressure, 2D: 0.2090 (relative)
Gap for at most 1 % deficit: 1.000 cm
Deficit at that gap, 2D: 0.993 %
Wide-gap test: H = 100 cm, k = 40.00 cm/s
Wide-gap S: 0.0400 (no unit)
Wide-gap surface centre deficit, 2D: 17.99 %
OK
```
